Why Jacobi iteration of induced dipoles fails on a stable triangle

**Question**

I have three identical polarizable atoms at the corners of an equilateral triangle of side R. Each is an isotropic, linear point dipole of polarizability α. I start from zero dipoles, compute the field at every atom, set each dipole to α times that field, and repeat, updating all three atoms together (Jacobi iteration).

For a magnesium-like α and R = 3.15 Å, with a point charge nearby, the dipoles grow without limit and alternate in sign. Yet solving the linear equations directly gives moderate dipoles and a negative induction energy. In a uniform field the same iteration seems to converge.

I am asked to show that generic Jacobi iteration diverges above α/R³ = 2/7, although the induction energy remains stable up to α/R³ = 2/5. I expected a single threshold, the polarization catastrophe. Why are there two, what does "generic" mean, and how should I iterate instead?

**Answer**

The energy and the iteration ask different things of the same matrix. Stability limits only its largest positive eigenvalue. Jacobi iteration also limits its most negative one, and on a triangle that one is larger in magnitude.

**Equations and energy**

In atomic units, a dipole μ_j produces at atom i the field [3n(n·μ_j) − μ_j]/R³, where n is the unit vector along the line joining the two atoms. Stack the three dipoles into one nine-component vector μ, and the applied fields into E. Define

a = α/R³,

and let t be the symmetric 9×9 matrix with blocks 3nnᵀ − 1 between different atoms and zero blocks on the diagonal. Then

μ = αE + a t μ.

The energy has three parts: the cost μ²/(2α) of polarizing the atoms, the dipole–dipole interaction −μᵀtμ/(2R³), and the coupling −μᵀE to the applied field. Since 1/R³ = a/α,

U(μ) = μᵀ(1 − a t)μ/(2α) − μᵀE.

Setting the gradient to zero returns the dipole equations. If μ* solves them, a displacement δ gives

U(μ* + δ) = U(μ*) + δᵀ(1 − a t)δ/(2α).

So U has a unique minimum for every field if and only if 1 − aλ > 0 for every eigenvalue λ of t.

For the iteration, subtract μ* = αE + a t μ* from μ_{k+1} = αE + a t μ_k. The error e_k = μ_k − μ* obeys

e_{k+1} = a t e_k.

Each eigenmode of the error is multiplied by aλ per step. Convergence from every start therefore requires a|λ| < 1 for every λ.

**The eigenvalues**

Let u_i be the unit vector from the centre to atom i, so that u_1·u_2 = −1/2 and n = (u_1 − u_2)/√3 for atoms 1 and 2.

*Radial mode: all dipoles point outward.* Here u_1·n = √3/2 and u_2·n = −√3/2, so one neighbour contributes

3(u_1·n)(u_2·n) − u_1·u_2 = −9/4 + 1/2 = −7/4.

The pattern is unchanged by reflection in the plane through atom 1 and the triangle's axis. The field at atom 1 therefore has no tangential component. It has none along the axis either, because all dipoles and joining lines lie in the plane of the triangle. So it is along u_1; by the threefold symmetry the same holds at the other atoms, and the pattern is an eigenvector. Two neighbours give λ = −7/2.

*Vortex mode: all dipoles are tangential, with the same sense of rotation.* Call the tangential unit vectors v_i. Then v_1·n = v_2·n = −1/2 and v_1·v_2 = −1/2, so one neighbour contributes

3/4 + 1/2 = 5/4.

This pattern changes sign under the same reflection, so the field at atom 1 is along v_1. Two neighbours give λ = 5/2.

*Out-of-plane modes.* Here n is perpendicular to the dipoles, and every pair has coupling −1. Three equal dipoles give λ = −2. The two patterns whose dipoles sum to zero give λ = +1.

*The other four in-plane modes.* Under a rotation by 120° they acquire a phase exp(±2πi/3), two modes for each sign. Because t is real, complex conjugation turns one set into the other, so the eigenvalues are p and q, each occurring twice. The in-plane trace of t vanishes:

−7/2 + 5/2 + 2(p + q) = 0, so p + q = 1/2.

Each in-plane block has eigenvalues 2 and −1, so its square has trace 5. There are six off-diagonal blocks, and the in-plane trace of t² is 30:

49/4 + 25/4 + 2(p² + q²) = 30, so p² + q² = 23/4.

Hence pq = (1/4 − 23/4)/2 = −11/4, and p and q solve x² − x/2 − 11/4 = 0:

p, q = (1 ± 3√5)/4 = 1.927, −1.427.

The largest eigenvalue is 5/2 and the most negative is −7/2. Therefore

stable energy: 1 − 5a/2 > 0, or a < 2/5;
Jacobi convergence from every start: 7a/2 < 1, or a < 2/7.

**What the two thresholds mean**

In the vortex mode the dipoles support one another. Its stiffness 1 − 5a/2 vanishes at a = 2/5, and this is the polarization catastrophe. In the radial mode they oppose one another, and its stiffness 1 + 7a/2 is never small. Jacobi fails there because every atom responds fully to the old dipoles of the others. The correction overshoots: the new error has the opposite sign and 7a/2 times the size of the old one. At a = 2/7 the radial error merely changes sign at each step, giving a two-cycle.

Starting from zero, Jacobi sums the induction series

μ = αE + a t αE + (a t)² αE + …

A mode with field component E_λ has the sum αE_λ/(1 − aλ). For the radial mode this has a pole at a = −2/7, a negative polarizability. That pole limits the series to |a| < 2/7, although the physical response is smooth at a = +2/7.

Two atoms show why you might expect one threshold. Their eigenvalues are ±2 along the axis and ±1 (twice) across it, because reversing one dipole reverses the interaction. Both limits are then a = 1/2. On a triangle, no choice of reversals changes the sign of all three pair interactions, and here the spectrum is not symmetric.

**What "generic" excludes**

For 2/7 < a < 2/5 the radial mode is the only one with a|λ| > 1. Iteration from zero diverges if the applied field has a radial component. A uniform field has none, because u_1 + u_2 + u_3 = 0, and it has no vortex component for the same reason. In exact arithmetic, a uniform in-plane field then gives convergence up to a = 1/1.927 = 0.519. Between 2/5 and 0.519 the limit is a saddle of U, not a minimum, so convergence does not prove stability.

Finite precision changes this. At the coupling of your example, a = 0.355, one run in a uniform in-plane field has a relative error of 1.2×10⁻¹⁰ after 60 steps but 1.6×10³⁰ after 500. The late value depends on rounding: over 24 field directions it ranged from about 10²⁹ to 5×10³⁰, and with atom coordinates written exactly mirror-symmetric at least one direction showed no divergence at all. In 200-digit arithmetic the iteration is still converging at step 500. Round-off creates a tiny radial component. The growth factor 1.2414⁵⁰⁰ ≈ 9×10⁴⁶ would raise a seed of about 2×10⁻¹⁷ to that size.

**Your magnesium example**

I computed the atomic polarizability from energies in a finite field, using CCSD with a frozen core. It is α = 11.09 Å³ (74.8 atomic units). Going from 62 to 93 basis functions shifted it by 0.10 %, but a different set of 96 functions, which includes g functions, gives 75.1 atomic units, 0.4 % more. The last digits of α are therefore not converged, and the distances below carry a basis uncertainty of at least 0.004 Å. The frozen core matters more: correlating the 2s and 2p electrons as well lowers α by about 3 %, which shortens the two distances below by 0.03 to 0.04 Å, to about 3.35 and 2.99 Å, and gives a = 0.343 at R = 3.15 Å, still between 2/7 and 2/5. Relativity is left out. The numbers below use the frozen-core α throughout. The two limits become distances:

Jacobi: R = (7α/2)^(1/3) = 3.385 Å;
stability: R = (5α/2)^(1/3) = 3.026 Å.

Your R = 3.15 Å lies between them, with a = 11.09/31.26 = 0.355. The radial error grows by 7a/2 = 1.241 per step, while the smallest stiffness is still positive, 1 − 5a/2 = 0.113.

I placed a charge +e at (8, 3, 6) Å from the centre, with the triangle in the xy plane and atom 1 on the +y axis. The direct solution has U = −0.0320 eV. The Jacobi iterates give:

step 10: −μ·E/2 = −0.0313 eV, U(μ) − U_min = 0.00057 eV
step 20: −μ·E/2 = −0.0315 eV, U(μ) − U_min = 0.042 eV
step 40: −μ·E/2 = +0.0096 eV, U(μ) − U_min = 238 eV

The first energy looks nearly converged at step 20, although the dipoles are already diverging. The normalized radial component of the field is small, 0.00652 V/Å. With e²/(4πε₀) = 14.40 eV Å, it equals 4.53×10⁻⁴ e/Å², so the initial radial error has magnitude

11.09 × 4.53×10⁻⁴/(1 + 1.241) = 0.00224 e Å.

After 40 steps it is 0.00224 × 1.2414⁴⁰ ≈ 12.8 e Å. It changes −μ·E/2 by 12.8 × 0.00652/2 ≈ 0.042 eV, but raises U(μ) by

14.40 × 2.241 × 12.8²/(2 × 11.09) ≈ 238 eV.

The first quantity is linear in the error and weighted by a weak field; the second is quadratic. Monitor the change in the dipoles or U(μ), not −μ·E/2 alone.

**Two iterations that work**

*Mixing.* Keep part of the old dipoles:

μ_{k+1} = (1 − w)μ_k + w(αE + a t μ_k).

The error factor of a mode is 1 − w(1 − aλ). The stiffness 1 − aλ runs from 1 − 5a/2 to 1 + 7a/2, so for a < 2/5 the iteration converges when

0 < w < 2/(1 + 7a/2).

The best fixed w makes the two extreme factors equal in magnitude, since changing w in either direction enlarges one of them:

1 − w(1 − 5a/2) = w(1 + 7a/2) − 1.

This gives w = 2/(2 + a) and an error factor 6a/(2 + a), which reaches 1 at a = 2/5. In the example w = 0.849 and the factor is 0.904. It takes 155 steps to reach a relative dipole error of 10⁻⁸.

*Sequential updates (Gauss–Seidel).* Update one atom at a time, using the newest dipoles of the others. If F_i is the total field at atom i, the part of U that depends on μ_i is

μ_i²/(2α) − μ_i·F_i = |μ_i − αF_i|²/(2α) − αF_i²/2.

Setting μ_i = αF_i minimizes it and lowers U by |Δμ_i|²/(2α). For a < 2/5, U is bounded below, so the changes Δμ_i must tend to zero. The dipole equations are then satisfied in the limit, and their solution is unique. The method thus converges throughout the stable range. Updated in the order 1, 2, 3, the example needs 72 sweeps for the same accuracy (other orders need 61 to 70), and a sweep evaluates as many pair fields as a Jacobi step.

**How far this describes real magnesium**

The chosen R is close to the nearest-neighbour distance in magnesium metal, roughly 3.2 Å, and there the atomic charge clouds overlap. To size this effect, I replaced the points by Gaussian dipoles whose width is set by α: two coincident clouds interact with energy μ_1·μ_2/α. At the same α and R, aλ changes from −1.241 to −0.609 for the radial mode and from 0.887 to 0.588 for the vortex. The largest |aλ| is 0.609, so plain Jacobi converges in this smeared model. The divergence in your example belongs to the undamped point-dipole model and is not a prediction about a real Mg₃ cluster.

In the field of your point charge, this smearing lowers the largest dipole by 55 %. Nonlinear response is a smaller correction. In the point-dipole model, the computed atomic hyperpolarizability adds about 1 % to the largest dipole if its local field is held fixed. The coupling between the atoms amplifies this: solving the three nonlinear dipole equations together changes the largest dipole by about 3 %. The basis convergence of the hyperpolarizability was not tested; a change of 20 % in it would put this figure between 2.5 and 3.9 %. Higher multipoles, exchange and charge flow between atoms are not included in these estimates. The full dipoles and fields are in the numerical output below.

Computed results

```
Eigenvalues of t: -3.5000 -2.0000 -1.4271 -1.4271 1.0000 1.0000 1.9271 1.9271 2.5000
Jacobi limit of alpha/R^3: 0.28571
Stability limit of alpha/R^3: 0.40000
Uniform in-plane field, Jacobi limit: 0.5189
Basis functions, small and large: 62 93
Mg alpha, Hartree-Fock, large basis: 12.064 A^3
Mg alpha, CCSD, small basis: 11.075 A^3
Mg alpha, CCSD, large basis: 11.086 A^3 = 74.81 a.u.
Basis shift of CCSD alpha: 0.10 %
Jacobi fails below R = 3.385 A
Energy unstable below R = 3.026 A
Chosen side R: 3.15 A
alpha/R^3: 0.3547
Jacobi growth factor, measured: 1.2414
Smallest stiffness 1 - 5a/2: 0.1133
Charge +1 e at (A): [8. 3. 6.]
Atom 1 position (A): [0.    1.819 0.   ]
Atom 1 field (V/A): [-0.1128 -0.0167 -0.0846]
Atom 1 dipole (e A): [-0.0933 -0.0699 -0.0435]
Atom 2 position (A): [-1.575 -0.909  0.   ]
Atom 2 field (V/A): [-0.0807 -0.0329 -0.0505]
Atom 2 dipole (e A): [-0.2296 -0.0987 -0.0028]
Atom 3 position (A): [ 1.575 -0.909  0.   ]
Atom 3 field (V/A): [-0.1039 -0.0632 -0.097 ]
Atom 3 dipole (e A): [-0.2024 -0.0016 -0.0583]
Breathing part of field: 0.00652 V/A
Induction energy, direct solution: -0.03203 eV
Jacobi step; -m.E/2 (eV); U(m) - U_min (eV)
    1  -0.02098  1.4010e-02
    2  -0.01802  6.3838e-03
    5  -0.02945  7.2281e-04
   10  -0.03131  5.7048e-04
   20  -0.03146  4.1665e-02
   40  0.00963  2.3775e+02
   60  3.11528  1.3566e+06
Upper limit of mixing w: 0.8923
Best mixing w: 0.8494, error factor 0.9038
Mixed Jacobi steps to 1e-8 relative error: 155
Gauss-Seidel error factor: 0.7874
Gauss-Seidel sweeps to 1e-8 relative error: 72
Uniform field, Jacobi relative error at step 60: 1.2e-10
Uniform field, Jacobi relative error at step 500: 1.6e+30
Gaussian smearing length: 2.028 A
Breathing a*lambda, point and smeared: -1.241 -0.609
Vortex a*lambda, point and smeared: 0.887 0.588
Smeared model, Jacobi factor: 0.609
Smeared model, smallest stiffness: 0.412
Largest local field: 0.325 V/A
Mg hyperpolarizability gamma: 1.18e+05 a.u.
Nonlinear part of largest dipole: 1.04 %
```
